# Why fourth-order Runge-Kutta loses energy in long oscillator runs: a program that tests the result

```python
"""Energy of a harmonic oscillator under fourth-order Runge-Kutta (RK4).

Result under test: each RK4 step of length h multiplies the energy
E = p^2/(2m) + m w^2 x^2/2 by G = 1 - a^6/72 + a^8/576, with a = w h.
This is a decay for 0 < a < 2 sqrt(2) and a growth above that limit.
Symplectic methods (velocity Verlet and its fourth-order Yoshida
composition) are run for comparison: their energy error stays bounded.
Symbols: x position, p momentum, m mass, w angular frequency.
"""
import math
import numpy as np
import sympy as sp
from scipy.constants import atomic_mass, electron_volt

FS = 1e-15
mass = atomic_mass
frequency = 100e12
omega = 2 * math.pi * frequency
spring = mass * omega**2
amplitude = 10e-12
total_time = 10e-12
h_main = 0.5 * FS


def rk4_step(rate, y, h):
    k1 = rate(y)
    k2 = rate(y + h * k1 / 2)
    k3 = rate(y + h * k2 / 2)
    k4 = rate(y + h * k3)
    return y + h * (k1 + 2 * k2 + 2 * k3 + k4) / 6


def oscillator_rate(y):
    return np.array([y[1] / mass, -spring * y[0]])


def verlet_step(y, h):
    x, p = y
    p = p - h * spring * x / 2
    x = x + h * p / mass
    p = p - h * spring * x / 2
    return x, p


W_OUTER = 1 / (2 - 2 ** (1 / 3))
W_INNER = 1 - 2 * W_OUTER


def yoshida_step(y, h):
    for weight in (W_OUTER, W_INNER, W_OUTER):
        y = verlet_step(y, weight * h)
    return y


def rk4_oscillator_step(y, h):
    return rk4_step(oscillator_rate, np.asarray(y), h)


def energy(x, p):
    return p**2 / (2 * mass) + spring * x**2 / 2


def run(step, h, n_steps):
    """Trajectory from rest at x = amplitude; rows are (x, p)."""
    path = np.empty((n_steps + 1, 2))
    y = (amplitude, 0.0)
    path[0] = y
    for i in range(n_steps):
        y = step(y, h)
        path[i + 1] = y
    return path


def growth_factor(a):
    return 1 - a**6 / 72 + a**8 / 576


def map_determinant(step, h):
    """Phase-space area factor, from the images of two basis states."""
    p_scale = mass * omega * amplitude
    scale = np.array([amplitude, p_scale])
    col_x = np.array(step((amplitude, 0.0), h)) / scale
    col_p = np.array(step((0.0, p_scale), h)) / scale
    return np.linalg.det(np.column_stack([col_x, col_p]))


def phase_error(path):
    """Phase after a whole number of periods, in (-pi, pi]; lead > 0."""
    x, p = path[-1]
    return math.atan2(-p / (mass * omega), x)


# Symbolic test: energy after one step, built from the RK4 stages.
ms, ws, hs, xs, ps = sp.symbols("m w h x p", positive=True)
start = sp.Matrix([xs, ps])
after = rk4_step(lambda y: sp.Matrix([y[1] / ms, -ms * ws**2 * y[0]]),
                 start, hs)


def symbolic_energy(y):
    return y[1]**2 / (2 * ms) + ms * ws**2 * y[0]**2 / 2


difference = (symbolic_energy(after)
              - growth_factor(ws * hs) * symbolic_energy(start))
assert sp.expand(difference) == 0

# RK4 runs with three steps: compare the energy with the power law.
e_start = energy(amplitude, 0.0)
fraction_left = {}
rk4_paths = {}
for h_fs in (1.0, 0.5, 0.25):
    h = h_fs * FS
    n = round(total_time / h)
    path = run(rk4_oscillator_step, h, n)
    ratio = energy(path[:, 0], path[:, 1]) / e_start
    assert np.all(np.diff(ratio) < 0)
    predicted = growth_factor(omega * h) ** n
    assert abs(ratio[-1] / predicted - 1) < 1e-8
    fraction_left[h_fs] = ratio[-1]
    rk4_paths[h_fs] = path

# Decay below the limit a = 2 sqrt(2), growth above it.
limit = 2 * math.sqrt(2)
for a, decays in ((0.99 * limit, True), (1.01 * limit, False)):
    end = run(rk4_oscillator_step, a / omega, 50)[-1]
    assert (energy(*end) < e_start) == decays

# Area factors of the three maps.
theta = omega * h_main
G = growth_factor(theta)
det_rk4 = map_determinant(rk4_oscillator_step, h_main)
det_verlet = map_determinant(verlet_step, h_main)
det_yoshida = map_determinant(yoshida_step, h_main)
assert abs(det_rk4 - G) < 1e-12
assert abs(det_verlet - 1) < 1e-12
assert abs(det_yoshida - 1) < 1e-12

# Velocity Verlet at equal force count: a quarter of the RK4 step.
h_verlet = h_main / 4
theta_v = omega * h_verlet
n_main = round(total_time / h_main)
verlet_path = run(verlet_step, h_verlet, 4 * n_main)
xv, pv = verlet_path.T
invariant = pv**2 / (2 * mass) + (1 - theta_v**2 / 4) * spring * xv**2 / 2
assert np.max(np.abs(invariant / invariant[0] - 1)) < 1e-9
verlet_loss = 1 - energy(xv, pv) / e_start
verlet_bound = theta_v**2 / 4
assert verlet_loss.min() > -1e-9
assert 0.99 * verlet_bound < verlet_loss.max() < verlet_bound + 1e-9

# Fourth-order symplectic composition: bounded error and true order.
yoshida_path = run(yoshida_step, h_main, n_main)
yoshida_error = np.abs(energy(*yoshida_path.T) / e_start - 1)
early = yoshida_error[:n_main // 10].max()
late = yoshida_error[-n_main // 10:].max()
assert abs(late / early - 1) < 0.02


def short_run_error(h):
    path = run(yoshida_step, h, round(2 / (frequency * h)))
    return np.abs(energy(*path.T) / e_start - 1).max()


order = math.log2(short_run_error(h_main / 8)
                  / short_run_error(h_main / 16))
assert abs(order - 4) < 0.1

# When does the RK4 loss pass the Verlet bound?
rk4_loss = 1 - energy(*rk4_paths[0.5].T) / e_start
crossing = int(np.argmax(rk4_loss > verlet_bound))
crossing_estimate = 9 / (8 * theta**4)
# The estimate keeps only leading order in theta, hence 5 percent.
assert abs(crossing / crossing_estimate - 1) < 0.05

# Phase errors after 1000 periods against their leading-order laws.
phase_rk4 = phase_error(rk4_paths[0.5])
phase_verlet = phase_error(verlet_path)
law_rk4 = -n_main * theta**5 / 120
law_verlet = 4 * n_main * theta_v**3 / 24
# The next RK4 term is smaller by about theta^2/3, some 3 percent.
assert abs(phase_rk4 / law_rk4 - 1) < 0.05
assert abs(phase_verlet / law_verlet - 1) < 0.01

# Two coupled masses: each normal mode must lose energy by its own factor.
k_wall = mass * (omega / 2) ** 2
k_link = 1.5 * k_wall
stiffness = np.array([[k_wall + k_link, -k_link],
                      [-k_link, k_wall + k_link]])
squares, modes = np.linalg.eigh(stiffness / mass)
mode_omega = np.sqrt(squares)


def pair_rate(y):
    return np.concatenate([y[2:] / mass, -stiffness @ y[:2]])


def mode_energies(y):
    q, pq = modes.T @ y[:2], modes.T @ y[2:]
    return pq**2 / (2 * mass) + mass * mode_omega**2 * q**2 / 2


pair = np.array([amplitude, 0.0, 0.0, 0.0])
pair_start = mode_energies(pair)
for _ in range(n_main):
    pair = rk4_step(pair_rate, pair, h_main)
mode_left = mode_energies(pair) / pair_start
mode_law = growth_factor(mode_omega * h_main) ** n_main
assert np.allclose(mode_left, mode_law, rtol=1e-8, atol=0)

decay_time = -h_main / math.log(G)
decay_leading = 72 / (omega**6 * h_main**5)
e_end = fraction_left[0.5] * e_start

print("INPUTS")
print(f"mass = {mass:.5e} kg (1 u)")
print(f"frequency = {frequency/1e12:.0f} THz")
print(f"angular frequency = {omega:.5e} rad/s")
print(f"period = {1/frequency/FS:.1f} fs")
print(f"spring constant = {spring:.2f} N/m")
print(f"amplitude = {amplitude*1e12:.0f} pm")
print(f"run length = {total_time*1e12:.0f} ps")
print(f"periods in run = {total_time*frequency:.0f}")
print("RK4, STEP 0.5 fs")
print(f"theta = omega h = {theta:.6f}")
print(f"theta^6/72 = {theta**6/72:.5e}")
print(f"theta^8/576 = {theta**8/576:.5e}")
print(f"energy loss per step, 1 - G = {1-G:.5e}")
print(f"number of steps = {n_main}")
print(f"decay time, exact = {decay_time*1e12:.2f} ps")
print(f"decay time, leading order = {decay_leading*1e12:.2f} ps")
print(f"initial energy = {e_start:.4e} J = {e_start/electron_volt:.4f} eV")
print(f"final energy = {e_end:.4e} J = {e_end/electron_volt:.4f} eV")
print("RK4 ENERGY LEFT AFTER THE RUN")
for h_fs, left in fraction_left.items():
    print(f"step {h_fs:.2f} fs: fraction left = {left:.6f}")
print(f"decay limit: theta = {limit:.4f}, h = {limit/omega/FS:.3f} fs")
print("AREA FACTOR PER STEP, STEP 0.5 fs")
print(f"RK4: 1 - determinant = {1-det_rk4:.5e}")
print(f"Verlet: |1 - determinant| below 1e-12: {abs(1-det_verlet)<1e-12}")
print(f"Yoshida: |1 - determinant| below 1e-12: {abs(1-det_yoshida)<1e-12}")
print("VERLET AT EQUAL FORCE COUNT")
print(f"Verlet step = {h_verlet/FS:.3f} fs, its theta = {theta_v:.6f}")
print(f"force evaluations, each method = {4*n_main}")
print(f"bound on relative energy error = {verlet_bound:.5e}")
print(f"largest error found in run = {verlet_loss.max():.5e}")
print(f"RK4 loss passes bound at step {crossing}")
print(f"time of passing = {crossing*h_main/FS:.1f} fs")
print(f"leading-order estimate = {crossing_estimate:.1f} steps")
print("YOSHIDA FOURTH ORDER, STEP 0.5 fs")
print(f"largest relative energy error, first tenth = {early:.4e}")
print(f"largest relative energy error, last tenth = {late:.4e}")
print(f"measured order of energy error = {order:.3f}")
print("PHASE ERROR AFTER THE RUN (lead positive)")
print(f"RK4 = {phase_rk4/(2*math.pi):.4f} periods")
print(f"RK4 leading-order law = {law_rk4/(2*math.pi):.4f} periods")
print(f"Verlet = {phase_verlet/(2*math.pi):.4f} periods")
print(f"Verlet leading-order law = {law_verlet/(2*math.pi):.4f} periods")
print("TWO COUPLED MASSES, RK4, STEP 0.5 fs")
print(f"wall spring = {k_wall:.2f} N/m, link spring = {k_link:.2f} N/m")
for w_mode, left in zip(mode_omega, mode_left):
    print(f"mode {w_mode/(2*math.pi)/1e12:.1f} THz: left = {left:.6f}")
print("done: every assertion held")
```

Running it gives:

```
INPUTS
mass = 1.66054e-27 kg (1 u)
frequency = 100 THz
angular frequency = 6.28319e+14 rad/s
period = 10.0 fs
spring constant = 655.55 N/m
amplitude = 10 pm
run length = 10 ps
periods in run = 1000
RK4, STEP 0.5 fs
theta = omega h = 0.314159
theta^6/72 = 1.33526e-05
theta^8/576 = 1.64731e-07
energy loss per step, 1 - G = 1.31879e-05
number of steps = 20000
decay time, exact = 37.91 ps
decay time, leading order = 37.45 ps
initial energy = 3.2778e-20 J = 0.2046 eV
final energy = 2.5178e-20 J = 0.1572 eV
RK4 ENERGY LEFT AFTER THE RUN
step 1.00 fs: fraction left = 0.000295
step 0.50 fs: fraction left = 0.768158
step 0.25 fs: fraction left = 0.991715
decay limit: theta = 2.8284, h = 4.502 fs
AREA FACTOR PER STEP, STEP 0.5 fs
RK4: 1 - determinant = 1.31879e-05
Verlet: |1 - determinant| below 1e-12: True
Yoshida: |1 - determinant| below 1e-12: True
VERLET AT EQUAL FORCE COUNT
Verlet step = 0.125 fs, its theta = 0.078540
force evaluations, each method = 80000
bound on relative energy error = 1.54213e-03
largest error found in run = 1.54213e-03
RK4 loss passes bound at step 118
time of passing = 59.0 fs
leading-order estimate = 115.5 steps
YOSHIDA FOURTH ORDER, STEP 0.5 fs
largest relative energy error, first tenth = 7.9694e-04
largest relative energy error, last tenth = 7.9694e-04
measured order of energy error = 4.001
PHASE ERROR AFTER THE RUN (lead positive)
RK4 = -0.0783 periods
RK4 leading-order law = -0.0812 periods
Verlet = 0.2572 periods
Verlet leading-order law = 0.2570 periods
TWO COUPLED MASSES, RK4, STEP 0.5 fs
wall spring = 163.89 N/m, link spring = 245.83 N/m
mode 50.0 THz: left = 0.995849
mode 100.0 THz: left = 0.768158
done: every assertion held
```
